# The monopole correction for a charged cubic supercell

A charge of $2e$ with a width of 1 Å sits in a medium of relative permittivity 10 and is repeated periodically in a cubic cell of side 10 Å. Its energy comes out 0.78 eV below that of the same charge standing alone. When the cell side is made eight times larger, and the volume therefore 512 times larger, the energy is still 0.10 eV too low. Why is the error so large, and why does it fade so slowly?

## Back of the envelope

A periodic array of equal charges has infinite energy per cell. Periodic calculations avoid this by adding, in effect, a uniform background of opposite charge that makes each cell neutral. The isolated charge has no such background and no periodic images. The error is the energy of the charge with both of them.

To estimate it, replace the cubic cell of side $L$ by a sphere of the same volume, with the point charge $q$ at its centre. The radius $R$ follows from $4\pi R^3/3=L^3$, so $1/R=(4\pi/3)^{1/3}/L\approx1.61/L$. Seen from outside, the sphere is neutral and spherically symmetric, so it has no external field. Spheres of this size on a lattice of spacing $L$ overlap somewhat, since $2R>L$; the estimate ignores the overlap and treats different spheres as not interacting. Two energies remain, written here in units where two unit charges at distance $r$ have energy $1/r$:

- The potential at the centre of a uniform ball of charge $-q$ is $-3q/(2R)$, so point and background attract with energy $-\tfrac32 q^2/R$.
- The background repels itself with energy $+\tfrac35 q^2/R$.

The sum is
$$-\frac{9}{10}\frac{q^2}{R}\approx-1.45\,\frac{q^2}{L}=-\frac{2.90\,q^2}{2L}.$$

The medium weakens electrostatic energies by the factor $1/\varepsilon$. With $q$ counted in units of $e$ and $C=e^2/(4\pi\varepsilon_0)=14.40$ eV Å, the estimate for $q=2$, $\varepsilon=10$, $L=10$ Å is
$$\frac{2.90\times14.40\times4}{2\times10\times10}\ \text{eV}\approx0.84\ \text{eV}.$$

The error falls only as $1/L$. To bring it down to 0.1 eV, the cell side must grow by a factor of about 8.4, to roughly 84 Å. What remains is to replace the sphere by the true cubic lattice, justify the factor $1/\varepsilon$, and find out when the charge may be treated as a point.

## The energy to be calculated

Take first a point charge in vacuum, $\varepsilon=1$. The charge density in one cell is
$$\rho(\mathbf r)=q\,\delta(\mathbf r)-\frac{q}{L^3}.$$

The electrostatic energy per cell is $\tfrac12\int_{\rm cell}\rho\,\phi\,d^3r$, where $\phi$ is the potential of the whole lattice. The energy of the point charge in its own potential is infinite, but it is the same for the isolated charge and is removed from both. The isolated charge then has energy zero, and
$$E=\frac q2\left[\phi'(0)-\langle\phi\rangle\right].\tag{1}$$

Here $\phi'$ is the potential without the contribution of the point charge at the origin, and $\langle\phi\rangle$ is the average of the full potential over a cell. A constant added to the potential changes both terms equally and drops out. We may therefore choose the zero of potential freely, provided that both terms use the same choice.

## A lattice sum that converges

The sum over images alone diverges. To obtain a convergent sum, group each point charge with the cube of background centred on it. The multipole moments of this neutral unit determine its far field:

- The charge is zero by construction.
- The dipole and octupole vanish because the unit is unchanged by inversion.
- The quadrupole vanishes because $x$, $y$ and $z$ are equivalent, which makes its diagonal elements equal. Their sum is zero by definition, so each is zero. The off-diagonal elements vanish by reflection.

The first moment that can survive has $l=4$, and its potential falls as $r^{-5}$. The number of units between $r$ and $r+dr$ grows as $r^2dr$, so the sum behaves as $\int r^{-3}dr$ at large distance. It converges absolutely, and the order of summation does not matter.

Now set $L=q=1$. The unit at the lattice point $\mathbf n$ contributes to $\phi'(0)$ the amount $1/|\mathbf n|$ from its point charge, minus the integral of $1/r$ over its cube. The unit at the origin contributes only its background. Include all units whose integer components lie between $-N$ and $N$. Their cubes fill one large cube of side $2N+1$. With
$$S_N=\sum_{\mathbf n\ne0,\ |n_i|\le N}\frac1{|\mathbf n|},\qquad I_0=\int_{\text{unit cube}}\frac{d^3r}{r},$$
the potential is
$$\phi'(0)=\lim_{N\to\infty}\left[S_N-(2N+1)^2I_0\right].\tag{2}$$
The factor $(2N+1)^2$ arises because stretching a cube by $s$ multiplies its volume by $s^3$ and $1/r$ by $1/s$.

## The integral over the cube

Divide the unit cube into six pyramids with their tips at the centre and the faces as bases. Consider a narrow cone of solid angle $d\Omega$ that meets a face at distance $R_f$ from the centre. It contributes
$$d\Omega\int_0^{R_f}\frac1r\,r^2dr=\frac{R_f^2}{2}\,d\Omega.$$

The cone cuts an area $dA$ from the face. The face lies at height $\tfrac12$, so the cosine of the angle between the cone and the face normal is $1/(2R_f)$, and $R_f^2d\Omega=dA/(2R_f)$. Each pyramid therefore gives $\tfrac14\int dA/R_f$, and six of them give
$$I_0=\frac32F,\qquad F=\int_{\rm face}\frac{dA}{\sqrt{s^2+1/4}},$$
where $s$ is the distance from the centre of the face.

Cut the face into eight equal right triangles. In each, $\theta$ runs from 0 to $\pi/4$ and $s$ from 0 to $1/(2\cos\theta)$. Since $\int s\,ds/\sqrt{s^2+1/4}=\sqrt{s^2+1/4}$,
$$F=8\int_0^{\pi/4}\frac12\left[\sqrt{1+\sec^2\theta}-1\right]d\theta=4J-\pi,$$
with $J=\int_0^{\pi/4}\sqrt{1+\sec^2\theta}\,d\theta$. Substitute $t=\tan\theta$, so that $\sec^2\theta=1+t^2$ and $d\theta=dt/(1+t^2)$:
$$J=\int_0^1\frac{\sqrt{2+t^2}}{1+t^2}dt=\int_0^1\left[\frac1{\sqrt{2+t^2}}+\frac1{(1+t^2)\sqrt{2+t^2}}\right]dt.$$
The second form uses $2+t^2=(1+t^2)+1$ in the numerator after multiplying above and below by $\sqrt{2+t^2}$.

The first term integrates to $\operatorname{arcsinh}(1/\sqrt2)$. The second is the derivative of $\arctan u$ with $u=t/\sqrt{2+t^2}$, because $du/dt=2/(2+t^2)^{3/2}$ and $1+u^2=2(1+t^2)/(2+t^2)$. It gives $\arctan(1/\sqrt3)=\pi/6$. Hence $F=4\operatorname{arcsinh}(1/\sqrt2)-\pi/3$ and
$$I_0=6\operatorname{arcsinh}\frac1{\sqrt2}-\frac\pi2=2.380077.\tag{3}$$

## The average potential

Let $v(\mathbf r)$ be the potential of a single neutral unit. The lattice potential is the sum of shifted copies of $v$. Averaging this sum over one cell of unit volume is the same as integrating one copy over all space, because the shifted cells fill space once. Absolute convergence permits the exchange of sum and integral.

Averaged over directions, a charge at distance $r'$ from the origin produces at distance $r$ the potential of a spherical shell, $1/\max(r,r')$. Integrate this over a ball of radius $B>r'$:
$$\int_0^B\frac{4\pi r^2}{\max(r,r')}dr=\frac{4\pi r'^2}{3}+2\pi(B^2-r'^2)=2\pi B^2-\frac{2\pi}{3}r'^2.$$
Multiply by the charge density of the unit and integrate over $\mathbf r'$. The term in $B^2$ vanishes because the unit is neutral, which leaves
$$\langle\phi\rangle=-\frac{2\pi}{3}\int\rho\,r^2d^3r.\tag{4}$$

The point charge at the origin contributes nothing to this integral. The background contributes $-3\int_{-1/2}^{1/2}x^2dx=-\tfrac14$. Therefore $\langle\phi\rangle=+\pi/6$. The sign is sensible: the positive charge lies inside the negative charge, so the potential within the unit is positive on average.

## The lattice constant $\alpha$

Insert (2) and $\langle\phi\rangle=\pi/6$ into (1) and write the result as $E=-\alpha/2$:
$$\alpha=\lim_{N\to\infty}\left[(2N+1)^2I_0-S_N\right]+\frac\pi6.\tag{5}$$

With $N=0$ no neighbours enter $\phi'(0)$, although $\pi/6$ is still the average potential of the whole lattice, and $\alpha\approx2.3801+0.5236=2.9037$. The same two terms evaluated for the sphere are $3/(2R)$ and $3/(10R)$, whose sum $1.8/R=2.90$ is the sphere estimate. For the sphere this is also the energy of one neutral unit standing alone. For the cube it is not, because the cube has a field outside itself: a single neutral cube gives $\alpha=2.878$. For $N=1$ there are 6 neighbours at distance 1, 12 at $\sqrt2$ and 8 at $\sqrt3$, so $S_1=6+12/\sqrt2+8/\sqrt3=19.1041$ and
$$\alpha\approx9\times2.380077-19.1041+0.5236=2.8402.$$

Further shells give 2.8383 for $N=2$ and 2.8373 for $N=20$. The omitted units lie outside a cube of side $2N+1$ and have potentials falling as $r^{-5}$. Their sum scales as (length)$^{3-5}$, so the remainder should fall as $(2N+1)^{-2}$. Between $N=20$ and $N=80$ this predicts a reduction by $(161/41)^2=15.42$, which is what the numerical check finds. A separate calculation, which sums over plane waves instead of neighbours, gives $\alpha=2.837297$.

The contributions of the neighbours to $\phi'(0)$ thus lower $\alpha$ from 2.9037 to 2.8373, about 2 percent of the final value. The sphere estimate of 2.90 is high by the same 2 percent.

For general $q$ and $L$, $E$ has the form charge squared over length, so $E=-\alpha q^2/(2L)$ in vacuum.

## What the medium does

Assume that the medium is uniform and isotropic, and that it responds linearly with the same $\varepsilon$ at all wavelengths. Resolve the field into plane waves. The given charge fixes the amplitude $D$ of each wave of the displacement field through $\nabla\cdot\mathbf D=4\pi\rho$. The medium chooses its polarization $P$. Up to a common factor, the energy of a wave is
$$w(P)=\frac{(D-4\pi P)^2}{8\pi}+\frac{2\pi P^2}{\varepsilon-1}.$$
The first term is the energy of the electric field $D-4\pi P$. The second is the cost of polarizing a medium of susceptibility $(\varepsilon-1)/4\pi$. At the minimum,
$$-(D-4\pi P)+\frac{4\pi P}{\varepsilon-1}=0\quad\Rightarrow\quad4\pi P=\frac{\varepsilon-1}{\varepsilon}D,$$
and the electric field is $D/\varepsilon$. Writing $2\pi P^2=(4\pi P)^2/8\pi$, we obtain
$$w_{\min}=\frac{D^2}{8\pi}\left[\frac1{\varepsilon^2}+\frac{\varepsilon-1}{\varepsilon^2}\right]=\frac{D^2}{8\pi\varepsilon}.$$

Every wave carries the same factor $1/\varepsilon$, and so does the difference between the periodic and the isolated energy. The supercell energy is too low, and the amount to be added to it is
$$\boxed{\Delta E=\frac{\alpha\,C\,q^2}{2\,\varepsilon L}}\tag{6}$$

This is the monopole term of the Makov-Payne expansion for a simple cubic cell. It is positive for either sign of $q$. Without it, a charged defect in such a cell appears too stable.

## The numbers

For $q=2$, $\varepsilon=10$ and $L=10$ Å,
$$\Delta E=\frac{2.8373\times14.3996\times4}{2\times10\times10}\ \text{eV}=0.817\ \text{eV},$$
or 0.030 hartree. Solving (6) for the cell side at which the uncorrected error is 0.1 eV gives
$$L=\frac{2.8373\times14.3996\times4}{2\times10\times0.1}\ \text{Å}=81.7\ \text{Å}.$$

The requirement is therefore a cell side near 80 Å, or 82 Å to two figures.

The price lies in the volume, which grows by a factor of 546. At a density of 0.05 atoms per cubic ångström, the small cell holds 50 atoms and the large one about 27,000. If the work grows as the cube of the number of atoms, it rises by a factor of $1.6\times10^8$. A calculation that took one minute would then take about 300 years.

Equation (6) also shows what controls the problem. A charge of $1e$ would have a quarter of the error. For a point charge of $2e$ in vacuum the error at 10 Å would be 8.17 eV, while for very large $\varepsilon$ it tends to zero.

## A charge of finite width

A real defect charge is spread out. Take a Gaussian of total charge $q$ and standard deviation $\sigma$ along each axis, so that the mean of $r^2$ over it is $3\sigma^2$. Let $\sigma$ be small enough compared with $L$ that neighbouring Gaussians do not overlap appreciably. Seen from outside, each then acts as a point charge. Two things change in the energy, given first for $\varepsilon=1$.

First, the charge samples $\phi'$ around the origin and not only at it. The background there obeys $\nabla^2\phi'=4\pi q/L^3$. Since $\nabla^2r^2=6$, the potential contains the term $2\pi q\,r^2/(3L^3)$. The other position-dependent terms average to zero over a spherical charge. The mean potential felt by the charge rises by $2\pi q\sigma^2/L^3$.

Second, the spread adds $3\sigma^2q$ to the integral in (4), which for a cell of volume $L^3$ carries an extra factor $1/L^3$. The average $\langle\phi\rangle$ falls by $2\pi q\sigma^2/L^3$.

In (1) the two changes add, and the factor $q/2$ turns them into $2\pi q^2\sigma^2/L^3$. With the medium and the units restored,
$$E_{\rm periodic}-E_{\rm isolated}=-\frac{\alpha Cq^2}{2\varepsilon L}+\frac{2\pi Cq^2\sigma^2}{\varepsilon L^3}.\tag{7}$$

For $\sigma=1$ Å and $L=10$ Å the second term is
$$\frac{2\pi\times14.3996\times4\times1^2}{10\times10^3}\ \text{eV}=0.036\ \text{eV}.$$
It explains why the error quoted at the start is 0.78 eV and not 0.82 eV.

## Comparison with direct sums

The energy of the periodic Gaussian charge can also be summed directly over plane waves, without using (7). The table gives its error relative to the isolated charge, before and after adding (6).

| $L$ (Å) | Uncorrected error (eV) | Corrected error (eV) |
|---:|---:|---:|
| 10 | −0.781 | 0.0362 |
| 20 | −0.404 | 0.0045 |
| 40 | −0.204 | 0.0006 |
| 80 | −0.102 | 0.0001 |

Each doubling of $L$ roughly halves the uncorrected error but divides the corrected one by about eight, as the powers $L^{-1}$ and $L^{-3}$ in (7) require. The corrected cell of 10 Å is closer to the isolated charge than the uncorrected cell of 80 Å. The direct sum reaches an error of 0.1 eV at 81.66 Å, against 81.71 Å from the monopole formula. The small difference comes from the finite width.

## When the correction can be trusted

The ratio of the second term in (7) to the first is $4\pi\sigma^2/(\alpha L^2)\approx4.4\,(\sigma/L)^2$ in magnitude. It is 4 percent for $\sigma/L=0.1$. The point-charge correction (6) becomes unreliable before the images overlap. For $q=2$, $\varepsilon=10$, $L=10$ Å and $\sigma/L=0.2$, (7) still holds to 0.001 eV, but the error left after adding (6) is already $+0.14$ eV. For wider charges the images overlap and (7) itself fails, by 0.03 eV at $\sigma/L=0.3$. At $\sigma/L=0.4$ the corrected error, $+0.41$ eV, is as large as the uncorrected one.

The corrected errors in the table belong to a model in which the medium is uniform right up to the centre of the charge. The $L^{-3}$ coefficient found here rests on that assumption and is not established for a real crystal.

The permittivity must match the calculation. If the ions are free to relax around the charge, $\varepsilon$ includes their response. If they are held fixed, only the electronic response belongs in it. The choice matters because (6) is proportional to $1/\varepsilon$: using 11 in place of 10 lowers the correction from 0.82 to 0.74 eV. An uncertainty of 10 percent in $\varepsilon$ thus costs nearly as much as the 0.1 eV target.

Finally, the value $\alpha=2.837$ belongs to the simple cubic cell. Another cell shape needs its own lattice sum, and even the sign can change. For a tetragonal cell, with $L$ taken as the cube root of the volume, $\alpha$ is 2.28 at $c/a=2$ and $-0.46$ at $c/a=4$, where the uncorrected energy is too high. An anisotropic medium needs a different treatment of the screening. Equation (6) also repairs only the leading electrostatic error of the periodic images and the background. Elastic strain between images and the filling of bands by defect carriers are separate matters. The alignment of the potential with that of the perfect crystal is not fully separate. In the Gaussian model, the width of the charge lowers $\langle\phi\rangle$ relative to the potential outside the charge, and $q$ times this shift equals the second term of (7). An alignment correction and a correction for that term must therefore not both be added without checking that they do not count the same energy twice.

## Calculated quantities

```
Coulomb constant C = 14.3996 eV angstrom
charge q = 2 e, permittivity eps = 10 (no unit)
cell side L = 10 angstrom, target error = 0.1 eV
Gaussian width sigma = 1.0 angstrom
I0, closed form = 2.380077 (no unit)
I0, quadrature  = 2.380077 (no unit)
pi/6 = 0.523599 (no unit)
alpha, real space, N =  0: 2.903676 (no unit)
alpha, real space, N =  1: 2.840212 (no unit)
alpha, real space, N =  2: 2.838322 (no unit)
alpha, real space, N =  5: 2.837509 (no unit)
alpha, real space, N = 20: 2.837313 (no unit)
alpha, real space, N = 80: 2.837298 (no unit)
alpha, reciprocal space = 2.837297 (no unit)
remainder ratio N=20 to N=80: 15.42, law 15.42
screening factor from minimization = 0.100000 (no unit)
unscreened correction (eps = 1) = 8.171 eV
monopole correction = 0.8171 eV
monopole correction = 0.0300 hartree
side needed, formula = 81.71 angstrom
side needed, direct Gaussian sum = 81.66 angstrom
Gaussian charge: L (angstrom), raw error, monopole, corrected (eV)
    10   -0.78093   0.81712   0.036190
    20   -0.40404   0.40856   0.004524
    40   -0.20371   0.20428   0.000565
    80   -0.10207   0.10214   0.000071
size term at L = 10 angstrom = 0.03619 eV
atom density = 0.05 atoms per cubic angstrom
atoms in small cell = 50
atoms in large cell = 27279
volume ratio = 546 (no unit)
work ratio, cubic method = 1.62e+08 (no unit)
```
